# Vanishing Screening and the 1/R Gap Increase in Semiconducting Wires

If the Coulomb interaction in a semiconducting wire is divided by the bulk dielectric constant at every distance, two charges far apart on the axis interact too weakly by that factor. The self-energy also misses a shift that depends on the wire radius. In the model worked out below, with bulk constant 10 and radius 40 bohr, the missing part of the quasiparticle gap, taken as the static self-energy shift, is about 0.35 eV. The main cause is that a thin wire cannot screen a potential that varies slowly along it.

Hartree atomic units are used. The wire is infinitely long, has radius $R$, lies along $z$ in vacuum, and has a gap. Write $x=qR$, and let $\epsilon$ be the static electronic bulk dielectric constant. Bessel functions without an argument are taken at $x$.

## The response of a gapped wire begins at $q^2$

Apply a potential energy $Ue^{iqz}$ to independent electrons. To first order each valence state $v$ acquires conduction states $c$ with amplitude $-\langle c|Ue^{iqz}|v\rangle/(E_c-E_v)$. The changes of ket and bra contribute equally to the density by time-reversal symmetry, and there are two spins, so the density response per length is

$$\chi_0(q)=-\frac4L\sum_{vc}\frac{|\langle c|e^{iqz}|v\rangle|^2}{E_c-E_v}.$$

For Bloch states the matrix element is the overlap $\langle u_{c,k+q}|u_{v,k}\rangle$. It vanishes at $q=0$ by orthogonality and is linear in $q$ beyond that, with squared modulus $q^2|z_{cv}|^2$. The gap keeps the denominators away from zero, hence

$$\chi_0(q)\simeq-\alpha q^2,\qquad \alpha=\frac4L\sum_{vc}\frac{|z_{cv}|^2}{E_c-E_v}.$$

Here $\alpha$ is the dipole per length induced by a unit total axial field. For a dimerised chain with a gap of 0.120 hartree, the sum over states gives 19.992 bohr² and finite chains in a field give 19.993 bohr². A metal has no such bound on its denominators, and the argument fails there.

An electrostatic potential $\phi$ means $U=-\phi$ for electrons, and charge density is minus electron density. The two signs cancel, and the induced line charge is $\lambda=-\alpha q^2\phi$.

## The logarithm and its constant

Place $\lambda e^{iqz}$ on the surface $\rho=R$. Its potential is $aI_0(q\rho)$ inside and $bK_0(q\rho)$ outside. Continuity gives $b=aI_0/K_0$. The surface charge $\lambda/(2\pi R)$ makes the radial slope jump by $-2\lambda/R$:

$$-q(bK_1+aI_1)=-\frac{2\lambda}{R}
\;\Rightarrow\; a\,x\,\frac{I_0K_1+I_1K_0}{K_0}=2\lambda .$$

The Wronskian identity $x(I_0K_1+I_1K_0)=1$ then gives $a=2\lambda K_0(x)$.

For axially symmetric sources outside the wire, define $\epsilon_w(q)$ as the external potential divided by the total potential inside. At small $q$ both are uniform across the section, so $\phi=\phi_{\rm ext}-2\alpha q^2K_0(x)\phi$. With $K_0(x)\simeq\ln(2/x)-\gamma$, where $\gamma$ is Euler's constant,

$$\boxed{\epsilon_w(q)\simeq1+2\alpha q^2\left[\ln\frac{2}{qR}-\gamma\right]}$$

The leading value is one, and the first correction is $q^2\ln(1/qR)$. The factor $q^2$ comes from the gap, the logarithm from the potential of a line charge.

A solid wire has polarization $(\epsilon-1)/4\pi$ per unit field over an area $\pi R^2$, so $\alpha=(\epsilon-1)R^2/4$. Its induced charge does sit on the surface, because the field inside a uniform dielectric free of external charge has zero divergence.

## The homogeneous cylinder at any wavelength

Let distant axially symmetric sources produce $I_0(q\rho)$. The total potential is $AI_0(q\rho)$ inside and $I_0(q\rho)+BK_0(q\rho)$ just outside. Continuity of the potential and of the normal displacement requires

$$AI_0=I_0+BK_0,\qquad \epsilon AI_1=I_1-BK_1 .$$

Multiply the first equation by $K_1$, the second by $K_0$, and add. $B$ drops out:

$$A(I_0K_1+\epsilon I_1K_0)=I_0K_1+I_1K_0=\frac1x .$$

Since $\epsilon_w=1/A$, using the identity once more gives

$$\epsilon_w=x(I_0K_1+\epsilon I_1K_0)=1+(\epsilon-1)\,xI_1(x)K_0(x).$$

Inserting $I_1\simeq x/2$ recovers the boxed law. At $\epsilon=10$ and $x=0.05$ this formula and a numerical solution of Poisson's equation both give 1.03505; the small-$q$ law gives 1.03501.

In the opposite limit $I_1K_0\to1/(2x)$, so $\epsilon_w\to(1+\epsilon)/2$, the mean of the two media at a flat surface. This is also an upper bound: $I_1<I_0$ and $K_0<K_1$ make $xI_1K_0$ the smaller of two positive terms that add to one. Screening fades gradually. For $\epsilon=10$, $\epsilon_w$ is 3.14 at $x=1$, 2.07 at $x=0.5$ and 1.11 at $x=0.1$.

## A charge inside the wire

Electrons in the wire are themselves inside it. For a unit charge on the axis, write the potential as $(2/\epsilon)[K_0(q\rho)+CI_0(q\rho)]$ inside and $2DK_0(q\rho)$ outside. Matching gives

$$K_0+CI_0=\epsilon DK_0,\qquad -K_1+CI_1=-DK_1 .$$

The second equation gives $D=1-CI_1/K_1$. Inserting this in the first and multiplying by $K_1$,

$$C(I_0K_1+\epsilon I_1K_0)=(\epsilon-1)K_0K_1
\;\Rightarrow\; C=\frac{(\epsilon-1)\,xK_0K_1}{\epsilon_w}.$$

As $q\to0$, $xK_1\to1$ and $\epsilon_w\to1$, so $C\to(\epsilon-1)K_0(x)$. Using $K_0(q\rho)-K_0(x)\to\ln(R/\rho)$,

$$W(q,\rho)\to2K_0(x)+\frac2\epsilon\ln\frac R\rho,\qquad
v(q,\rho)\to2K_0(x)+2\ln\frac R\rho .$$

The divergent logarithm is unscreened, but the constant is still divided by $\epsilon$, because radial polarization remains active. For a charge on the axis and a fixed point inside the wire, $0<\rho<R$, the ratio $v/W$ therefore approaches one only as $1/\ln(1/x)$. The $q^2\ln(1/qR)$ law belongs to $\epsilon_w$ as defined above, not to this ratio.

## The far potential and its first correction

Along the axis,

$$W(z)=\frac1{\epsilon z}+\frac1\pi\int_0^\infty\frac{2C}{\epsilon}\cos(qz)\,dq .$$

Large $z$ is governed by the terms of $C$ that are not analytic at $q=0$. Let $\ell=\ln(2/x)-\gamma$ and keep the highest power of $\ell$ at each order. Then $K_0\simeq\ell$, $xK_1\simeq1-x^2\ell/2$ and $\epsilon_w\simeq1+(\epsilon-1)x^2\ell/2$, so

$$\frac{2C}\epsilon\simeq\frac{2(\epsilon-1)}\epsilon\,\ell-(\epsilon-1)x^2\ell^2 .$$

The transforms follow from the regularized integral

$$\frac1\pi\int_0^\infty q^s\cos(qz)\,dq=-\frac{\sin(\pi s/2)\,\Gamma(1+s)}{\pi z^{1+s}} .$$

Expanding both sides in $s$ gives $\ln q\to-1/(2z)$ and $\ln^2q\to(\ln z+\gamma)/z$. A factor $q^2$ acts as $-d^2/dz^2$, so $q^2\ln^2q\to-2\ln z/z^3$ to leading logarithm.

The first term of $2C/\epsilon$ contributes $(1-1/\epsilon)/z$, which completes $1/(\epsilon z)$ to the bare $1/z$. The second gives

$$zW(z)=1+2(\epsilon-1)\frac{R^2}{z^2}\left[\ln\frac zR+O(1)\right]+\dots$$

The computed coefficient of the logarithm, taken between $z=1000R$ and $2000R$, is 17.96 for $\epsilon=10$; the formula gives 18.

The correction is positive: the far interaction is slightly stronger than bare. The induced line charge is $\alpha\phi''\simeq2\alpha/z^3$, of the same sign as the source. Its local potential is $4\alpha\ln(z/R)/z^3$. The induced charge nearer the source has second moment $4\alpha\ln(z/R)$ to leading logarithm, which adds an equal amount. With $\alpha=(\epsilon-1)R^2/4$ the sum is the correction above. Numerically $zW$ is 0.54 at $z=R$, 1.20 at $5R$ and 1.007 at $100R$.

## From the interaction to the GW gap

Let $\delta W=W_{\rm wire}-W_{\rm bulk}$. The bare interaction is the same in both, and lattice-scale screening is assumed to cancel, so $\delta W$ is smooth on the lattice scale except close to the surface, where the hard-wall carrier density used below is small. Represent its frequency dependence by one effective pole $\Omega$ of strength $g$. Because $\delta W$ is a difference, $g$ is negative here. A dispersive $\epsilon(\omega)$ gives a bulk-plasmon pole and a lower wire-mode pole of opposite sign, and the leading result below holds pole by pole:

$$\delta W(\omega)=g\left[\frac1{\omega-\Omega}-\frac1{\omega+\Omega}\right],\qquad
\delta W(0)=-\frac{2g}\Omega .$$

In the GW sum, an empty intermediate state $n'$ contributes $g/(E_n-E_{n'}-\Omega)$ and an occupied one $g/(E_n-E_{n'}+\Omega)$, each times a squared overlap. A smooth $\delta W$ connects a band-edge state mainly to states of its own band at nearly the same energy. The electron therefore shifts by $-g/\Omega=+\delta W/2$ and the hole state by $+g/\Omega=-\delta W/2$. In static language, the hole state receives $-\delta W$ from screened exchange and $+\delta W/2$ from the Coulomb hole. The difference of the two self-energy shifts, taken at the band-edge energies, is the static $\delta W$ at coinciding points. A one-shot $G_0W_0$ calculation that solves the quasiparticle equation scales this by roughly the quasiparticle weight $Z$, which is about 0.76 for an electron gas at $r_s=2$. The values below do not contain this factor.

The first correction follows from the same sum. Let the squared interband overlap be $q^2d^2$, the recoil energy $q^2/2m$, with $m$ here the effective mass, and the gap $E_g$. Each Fourier component of the electron shift is then

$$\frac{\delta W}2\left[\frac{1-q^2d^2}{1+q^2/(2m\Omega)}-\frac{q^2d^2\,\Omega}{\Omega+E_g}\right]
\simeq\frac{\delta W}2\left\{1-q^2\left[d^2\left(1+\frac\Omega{\Omega+E_g}\right)+\frac1{2m\Omega}\right]\right\}.$$

For a carrier on the axis, $q=x/R$ makes the relative correction of order $1/R^2$. Take the bands of the dimerised chain, the interaction on the axis of a wire with $\epsilon=10$, and $\Omega=0.50$ hartree. The full sum divided by the leading result is then 0.979, 0.994 and 0.998 at $R=20$, 40 and 80 bohr. The deviation falls by factors of about 3.4 and 3.8, approaching the expected 4.

## The coefficient of $1/R$

On the axis, substituting $q=x/R$ gives

$$\Delta E_g=\frac1\pi\int_0^\infty\frac{2C}\epsilon\,dq=\frac cR,\qquad
c=\frac2{\pi\epsilon}\int_0^\infty C\,dx .$$

Two bounds follow from $1<\epsilon_w<(1+\epsilon)/2$. Because $(K_0^2)'=-2K_0K_1$, integration by parts gives $\int_0^\infty xK_0K_1dx=\frac12\int_0^\infty K_0^2dx$. Since $K_0(x)=\int_0^\infty\cos(xt)(1+t^2)^{-1/2}dt$, Parseval's relation gives $\int_0^\infty K_0^2dx=\frac\pi2\int_0^\infty dt/(1+t^2)=\pi^2/4$. Hence

$$\frac{\pi(\epsilon-1)}{2\epsilon(\epsilon+1)}<c<\frac{\pi(\epsilon-1)}{4\epsilon}.$$

For $\epsilon=10$ the bounds are 0.129 and 0.707 hartree bohr, and the computed value is 0.477. The lower bound freezes $\epsilon_w$ at its short-wave value, yet it too scales as $1/R$. The power thus comes from $R$ being the only length; the loss of screening raises the coefficient, here by a factor $0.477/0.129\simeq3.7$. About 96 percent of $c$ comes from $qR<1$. The value is still only about two thirds of the upper bound, because much of that range is partly screened.

A carrier is spread over the section. For a unit charge at radius $s$, the potential component of angular momentum $m$ is $(2/\epsilon)I_m(qs)[K_m(q\rho)+C_mI_m(q\rho)]$ for $s<\rho<R$ and $2D_mI_m(qs)K_m(q\rho)$ outside the wire. The matching conditions are $K_m+C_mI_m=\epsilon D_mK_m$ and $K_m'+C_mI_m'=D_mK_m'$. At the charge itself the part caused by the boundary is $(2/\epsilon)C_mI_m^2(qs)$. Eliminating $D_m$ and averaging over the radius of the charge,

$$C_m=\frac{(\epsilon-1)K_mK_m'}{I_mK_m'-\epsilon I_m'K_m},\qquad
\bar c=\frac2{\pi\epsilon}\sum_{m=-\infty}^{\infty}\int_0^\infty C_m\,\langle I_m^2(x\rho/R)\rangle\,dx .$$

The average uses the lowest hard-wall subband, with density proportional to $J_0^2(j_{01}\rho/R)$, where $j_{01}$ is the first zero of $J_0$. It gives $\bar c=0.521$ hartree bohr, of which 0.488 comes from $m=0$. At $R=40$ bohr,

$$\Delta E_g=\frac{0.521}{40}\simeq0.0130\ \text{hartree}\simeq0.35\ \text{eV}.$$

At 20 and 80 bohr the static increase is 0.71 and 0.18 eV. The ratios found above apply to a carrier on the axis. For the subband, recoil into higher transverse states, with the chain mass 0.15 and $\Omega=0.50$ hartree, lowers the three values by about 5, 2 and 1 percent, to 0.67, 0.35 and 0.18 eV at 20, 40 and 80 bohr. The numerical output lists the remaining values.

## Where the scaling holds

The $1/R$ law describes the excess over the bulk GW correction, not the whole correction, which tends to its bulk value in a thick wire. The confinement energy, of order $1/R^2$ for parabolic bands, belongs to the starting band structure. If $\alpha/R^2$, and with it $\epsilon$, changes with radius, then $c$ generally changes too and the power law is modified.

A surrounding medium of constant $\epsilon_o$ is covered by dividing Poisson's equation by $\epsilon_o$. The far interaction becomes $1/(\epsilon_oz)$, and the gap excess becomes $c(\epsilon/\epsilon_o)/(\epsilon_oR)$, where $c(\cdot)$ is the coefficient above as a function of the dielectric constant, evaluated at $\epsilon/\epsilon_o$. It vanishes at $\epsilon_o=\epsilon$, where the dielectric boundary disappears. The sharp boundary and hard walls are model assumptions, and the smoothness of $\delta W$ fails when $R$ is only a few lattice constants. For a crystal with a lattice constant near 10 bohr, radii of 20 and 40 bohr are about two and four lattice constants, so the values quoted there are estimates at the edge of the model.

## Table of computed values

```
Bulk dielectric constant eps_b: 10
Chain: cell 5.0 bohr, hoppings 0.16 and 0.10 hartree
Chain gap: 0.120 hartree
Chain screening pole: 0.50 hartree
Chain alpha from finite chains in a field: 19.993 bohr^2
Chain alpha from -chi0/q^2 at q=0.002 1/bohr: 19.992 bohr^2
eps_wire at qR=0.01: 1.00212
eps_wire at qR=0.05: 1.03505
eps_wire at qR=0.1: 1.10935
eps_wire at qR=0.5: 2.07281
eps_wire at qR=1: 3.14151
eps_wire at qR=2: 4.26095
eps_wire at qR=10: 5.27413
Small-q law for eps_wire at qR=0.05: 1.03501
Poisson solution for eps_wire at qR=0.05: 1.03505
Short-wave limit of eps_wire: 5.50
Inner ring radius / R: 0.49875
Inner ring W-v, Poisson at qR=0.005: -1.2588 (a.u.)
Inner ring W-v, limit q to 0: -1.2522 (a.u.)
z W(z) on the axis at z/R=1: 0.54079
z W(z) on the axis at z/R=5: 1.19560
z W(z) on the axis at z/R=20: 1.10907
z W(z) on the axis at z/R=100: 1.00698
Far-tail log coefficient, computed: 17.958
Far-tail log coefficient, 2(eps_b-1): 18.000
eps_b=5: c lower, axis, upper: 0.2094 0.4986 0.6283 hartree bohr
eps_b=10: c lower, axis, upper: 0.1285 0.4772 0.7069 hartree bohr
eps_b=20: c lower, axis, upper: 0.0711 0.4139 0.7461 hartree bohr
Share of axis c from qR<1: 96.0 percent
Subband-averaged c: 0.5209 hartree bohr
Part of averaged c from m=0: 0.4884 hartree bohr
R=20 bohr: chain GW gap change / (c_axis/R): 0.97937
R=40 bohr: chain GW gap change / (c_axis/R): 0.99392
R=80 bohr: chain GW gap change / (c_axis/R): 0.99838
R=20 bohr: gap increase, axis: 0.023858 hartree
R=20 bohr: gap increase, subband: 0.026045 hartree = 0.7087 eV
R=40 bohr: gap increase, axis: 0.011929 hartree
R=40 bohr: gap increase, subband: 0.013023 hartree = 0.3544 eV
R=80 bohr: gap increase, axis: 0.005965 hartree
R=80 bohr: gap increase, subband: 0.006511 hartree = 0.1772 eV
```
